\section*{Why parallel channels bend lifetime plots down and sequential steps bend them up}

\section{Result}

Plot the logarithm of a dielectric's mean life $\tau$ against the applied field $E$. Let each damage process be thermochemical, with exponential waiting times and a barrier that falls linearly in field, and let $\gamma_i$ be the resulting field acceleration of process $i$. If the processes compete and the first one to occur destroys the device, then
\begin{equation}
\frac{d^2\ln\tau_{\rm par}}{dE^2}=-\mathrm{Var}_w(\gamma)\le 0 .
\label{par}
\end{equation}
If all of them must occur in turn, then
\begin{equation}
\frac{d^2\ln\tau_{\rm seq}}{dE^2}=+\mathrm{Var}_v(\gamma)\ge 0 .
\label{seq}
\end{equation}
The weights $w_i$ are shares of failures and the weights $v_i$ are shares of elapsed time. A variance cannot be negative, so no choice of dipoles makes the parallel plot curve upward. Any difference between dipoles makes the sequential plot do so.

\section{One process gives a straight line}

The rate of process $i$ is
\begin{equation}
k_i=\nu\exp\!\left(-\frac{H_i-p_iE}{k_BT}\right),\qquad
\gamma_i=\frac{p_i}{k_BT}.
\label{rate}
\end{equation}
Here $H_i$ is the zero-field activation enthalpy and $p_i$ an effective dipole that includes the local-field factor. The attempt rate $\nu$, the temperature $T$, $H_i$ and $p_i$ do not depend on $E$. Waiting times are exponential for now, so the mean life for process $i$ alone is $\tau_i=1/k_i$, and
\begin{equation}
\ln\tau_i=-\ln\nu+\frac{H_i}{k_BT}-\gamma_iE .
\end{equation}
This is a straight line of slope $-\gamma_i$. Curvature can then come only from the way in which processes combine.

\section{Parallel channels: rates add}

A device with independent competing channels survives to time $t$ if no channel has fired. The survival probabilities multiply:
\begin{equation}
S(t)=\prod_i e^{-k_it}=e^{-Kt},\qquad K=\sum_i k_i,\qquad
\tau_{\rm par}=\int_0^\infty S\,dt=\frac1K .
\end{equation}
The probability that channel $i$ causes the failure is
\begin{equation}
w_i=\int_0^\infty k_i e^{-Kt}\,dt=\frac{k_i}{K}.
\end{equation}
Equation~\eqref{rate} gives $dk_i/dE=\gamma_ik_i$, so
\begin{equation}
\frac{d\ln\tau_{\rm par}}{dE}=-\frac1K\sum_i\gamma_ik_i
=-\sum_iw_i\gamma_i\equiv-\langle\gamma\rangle_w .
\end{equation}
The slope changes because the shares change:
\begin{equation}
\frac{dw_i}{dE}=\frac{\gamma_ik_i}{K}-\frac{k_i}{K^2}\sum_j\gamma_jk_j
=w_i\left(\gamma_i-\langle\gamma\rangle_w\right).
\end{equation}
Hence
\begin{equation}
\frac{d^2\ln\tau_{\rm par}}{dE^2}
=-\sum_i\gamma_iw_i(\gamma_i-\langle\gamma\rangle_w)
=-\left(\langle\gamma^2\rangle_w-\langle\gamma\rangle_w^2\right),
\end{equation}
which is Eq.~\eqref{par}. A channel with above-average $\gamma$ gains share as the field rises. Failures move towards the larger dipoles and, if the dipoles are positive, the line steepens.

\section{Sequential steps: times add}

If the steps are irreversible and each starts only when the one before it is complete, the life is the sum of the waiting times, and the mean of a sum is the sum of the means:
\begin{equation}
\tau_{\rm seq}=\sum_i\tau_i,\qquad v_i=\frac{\tau_i}{\tau_{\rm seq}},\qquad
\frac{d\tau_i}{dE}=-\gamma_i\tau_i .
\end{equation}
The same two differentiations give
\begin{align}
\frac{d\ln\tau_{\rm seq}}{dE}&=-\sum_iv_i\gamma_i=-\langle\gamma\rangle_v,\\
\frac{dv_i}{dE}&=-\gamma_iv_i+v_i\langle\gamma\rangle_v
=-v_i(\gamma_i-\langle\gamma\rangle_v),\\
\frac{d^2\ln\tau_{\rm seq}}{dE^2}&=-\sum_i\gamma_i\frac{dv_i}{dE}
=\langle\gamma^2\rangle_v-\langle\gamma\rangle_v^2 .
\end{align}
This is Eq.~\eqref{seq}. The sign has changed because a step that the field accelerates strongly takes a smaller share of the time as the field rises. If the dipoles are positive, the steps left to limit the life respond more weakly to field, and the line flattens.

\section{Two processes solved}

Let $A$ have the smaller dipole and the smaller enthalpy, and let $\Delta\gamma=\gamma_B-\gamma_A$. The rates are equal at
\begin{equation}
E_c=\frac{H_B-H_A}{p_B-p_A},\qquad
\frac{k_B}{k_A}=e^{\Delta\gamma(E-E_c)},
\end{equation}
where $k_A$ and $k_B$ are the two rates; the product $k_BT$ always means the thermal energy. For two values the variance is $w_Aw_B(\Delta\gamma)^2$. With $u=\Delta\gamma(E-E_c)$,
\begin{equation}
w_Aw_B=\frac{e^u}{(1+e^u)^2}=\frac{1}{4\cosh^2(u/2)} .
\end{equation}
In the sequence the shares are exchanged, $v_A=w_B$ and $v_B=w_A$, so their product is the same. Therefore
\begin{equation}
\frac{d^2\ln\tau}{dE^2}=\mp\frac{(\Delta\gamma)^2}{4\cosh^2[\Delta\gamma(E-E_c)/2]},
\label{two}
\end{equation}
with the upper sign for parallel channels. The size peaks at $(\Delta\gamma)^2/4$ and halves where $\cosh^2(u/2)=2$, which gives a full width of $4\,\mathrm{arcosh}(\sqrt2)/\Delta\gamma$. Far from $E_c$ both plots are nearly straight, so data taken there cannot tell the two cases apart by curvature.

Take $T=400$~K, $k_BT=0.03447$~eV, $\nu=10^{13}$~s$^{-1}$, and
\[
H_A=1.67~\text{eV},\quad p_A=0.8~e\,\text{nm},\qquad
H_B=2.15~\text{eV},\quad p_B=2.0~e\,\text{nm}.
\]
A dipole of $1~e\,$nm in a field of 1~MV/cm has an energy of 0.1~eV. Thus $\gamma_A=0.08/0.03447=2.32$~cm/MV, $\gamma_B=0.20/0.03447=5.80$~cm/MV, and $E_c=0.48/0.12=4.0$~MV/cm. There both barriers are $1.67-0.32=1.35$~eV and both single-process lives are $1.02\times10^4$~s. The peak curvature is $3.48^2/4=3.03$~(cm/MV)$^2$ in size, and the full width is 1.01~MV/cm.

The same two rates, combined in the two ways, give these mean lives and slopes of $\ln\tau$:
\begin{center}
\begin{tabular}{ccccc}
$E$ & $\tau_{\rm par}$ & slope & $\tau_{\rm seq}$ & slope\\
(MV/cm) & (s) & (cm/MV) & (s) & (cm/MV)\\
\hline
1 & $1.08\times10^{7}$ & $-2.32$ & $3.71\times10^{11}$ & $-5.80$\\
3 & $1.01\times10^{5}$ & $-2.42$ & $3.49\times10^{6}$ & $-5.70$\\
4 & $5.11\times10^{3}$ & $-4.06$ & $2.04\times10^{4}$ & $-4.06$\\
5 & $29.9$ & $-5.70$ & $1.03\times10^{3}$ & $-2.42$
\end{tabular}
\end{center}
At 3~MV/cm, channel $B$ causes 3\,\% of the parallel failures but step $B$ takes 97\,\% of the sequential time. At 5~MV/cm these shares are exchanged.

The curvature matters most in extrapolation. Draw a straight line through $\ln\tau$ at 4 and 5~MV/cm and read it at 1~MV/cm. For parallel channels the life grows by $5108/29.94=170.6$ per MV/cm, so the line predicts $5108\times170.6^3\approx2.5\times10^{10}$~s, or 800 years. The model's life is 0.34 years, so the line is too high by a factor of 2400. For the sequence the line gives 5.0 years against $1.2\times10^4$ years, too low by the same factor, because $\tau_{\rm par}\tau_{\rm seq}=\tau_A\tau_B$ and the logarithm of this product is linear in $E$. The signs of these errors follow from concavity and convexity; their sizes belong to these parameters.

\section{Percentiles and healing}

Breakdown data are often reported as percentiles. Suppose that parallel channel $i$ has a Weibull survival $\exp[-(k_it)^{\beta_i}]$ with a field-independent shape $\beta_i$. With $x=\ln t$, the time $t_q$ by which a fraction $q$ has failed satisfies
\begin{equation}
F(x,E)\equiv\sum_i\exp\{\beta_i[x+\ln k_i(E)]\}=-\ln(1-q).
\end{equation}
Each exponent is linear in $x$ and $E$, so $F$ is jointly convex. Take the points $(x_1,E_1)$ and $(x_2,E_2)$ on this level curve. At their midpoint $F$ is no larger than $-\ln(1-q)$. Since $F$ increases with $x$, the level curve passes through or above the midpoint. Thus $\ln t_q$ is concave in $E$ for every percentile, even when the shapes differ.

For the sequence, the sum rule applies to means and not to percentiles. In the example with exponential steps, the 0.1, 50 and 99.9\,\% failure times were computed from 2 to 6~MV/cm and were convex there. At 4~MV/cm the curvature of the log median is $+1.70$~(cm/MV)$^2$, against $+3.03$ for the mean. The size depends strongly on the percentile: it is $+9.3$ for the 99.9\,\% time and only $+0.046$ for the 0.1\,\% time, so early failures show almost no bend at the crossing field.

The first step may also heal, at rate $k_R$. Let $M_0$ and $M_1$ be the mean remaining lives before and after step $A$. Then
\begin{equation}
M_0=\frac1{k_A}+M_1,\qquad (k_B+k_R)M_1=1+k_RM_0 .
\end{equation}
Inserting the first equation in the second gives $k_BM_1=1+k_R/k_A$, and so
\begin{equation}
M_0=\frac1{k_A}+\frac1{k_B}+\frac{k_R}{k_Ak_B}.
\end{equation}
If $\ln k_R$ is also linear in $E$, this is again a sum of exponentials in $E$, and the derivation of Eq.~\eqref{seq} applies term by term. Healing changes the life but leaves it convex. With a healing enthalpy of 1.50~eV and dipole $-0.8~e\,$nm, the life at 1~MV/cm rises by a factor of 2.3.

\section{Where the prohibition fails}

The first condition is that no $\ln k_i$ curves downward in field; the linear law meets it. For general rates, $dw_i/dE=w_i[(\ln k_i)'-\langle(\ln k)'\rangle_w]$, with primes denoting $d/dE$. Differentiating $\ln\tau_{\rm par}=-\ln K$ twice now gives
\begin{equation}
(\ln\tau_{\rm par})''=\langle(\ln\tau_i)''\rangle_w-\mathrm{Var}_w[(\ln k_i)'] .
\end{equation}
Channels that individually curve upward can overcome the variance. One example is a barrier between two equal parabolas, for a step that has no energy change at zero field and changes the dipole by $2p_i$, with its reverse reaction ignored (for $A$ it runs at 1\,\% of the forward rate at 1~MV/cm),
\begin{equation}
H_i\left(1-\frac{p_iE}{2H_i}\right)^2=H_i-p_iE+\frac{p_i^2E^2}{4H_i}.
\end{equation}
With the same $H_i$ and $p_i$, the parallel curvature becomes $+0.055$~(cm/MV)$^2$ at 1~MV/cm and $-0.80$ at 4~MV/cm.

A stronger case is damage that follows leakage, with $\ln k_i$ linear in $\sqrt E$. Take one channel with the Schottky slope and one with the Poole--Frenkel slope, twice as large, for an optical permittivity of 2 and equal rates at 4~MV/cm. The parallel curvature is then $+1.94$ at 1~MV/cm and $-0.58$ at 4~MV/cm, in the same unit. The Poole--Frenkel lowering is 1.07~eV at 4~MV/cm, so the example can hold there only for traps deeper than that.

The second condition is that the channels compete inside each device. If half the devices contain only $A$ and half only $B$, the population mean is $(\tau_A+\tau_B)/2=\tau_{\rm seq}/2$. Lifetimes are being averaged, and the curvature at 4~MV/cm is $+3.03$~(cm/MV)$^2$. An upward-curving plot of mean life is therefore compatible with a sequence but does not prove one.

\section{Beside a real low-$k$ dielectric}

The parameters are illustrative values placed in the rough regime of a porous organosilicate between copper lines, where stress fields are several MV/cm and field accelerations a few cm/MV; $\gamma_B$ is at the steep end. With a Lorentz local-field factor of 1.5, for a permittivity of 2.5, $p_A$ and $p_B$ imply bare dipoles of 0.53 and 1.3~$e\,$nm. One electron charge moved along a Si--O bond of 0.16~nm gives only 0.16~$e\,$nm, so $A$ and $B$ stand for assumed field slopes and not for identified single-bond reactions. Real lines do not have one uniform field, because their spacing varies. Variation along a single line adds parallel channels: compared with a uniform line at the same mean field, it shortens the life and keeps the curvature negative. Variation between devices averages lifetimes instead. A Gaussian device-to-device field spread of 5\,\% raises the parallel mean life at 5~MV/cm by a factor of 2.6. For channels $A$ and $B$ alone, it also turns the curvature of the mean at 1~MV/cm from $-0.0004$ to $+0.013$~(cm/MV)$^2$, while at 4~MV/cm the curvature stays negative, at $-2.0$. The linear barrier is a larger uncertainty: the two-parabola form lengthens the parallel life at 5~MV/cm by a factor of 21. Sites of type $A$ with their dipoles against the field react at 1\,\% of the aligned rate at 1~MV/cm; they are a further parallel channel, with a negative dipole, and Eq.~\eqref{par} covers them. Their small share still matters for curvature, because their slope is so different. If they are as numerous as the aligned sites, they add a variance of about $0.01\,(2\gamma_A)^2\approx0.2$~(cm/MV)$^2$ at 1~MV/cm, which outweighs the upward curvature found there for the field spread and for the two-parabola barrier. Their share falls quickly with field, so this does not last: with the two-parabola barrier the net curvature is upward again, by 0.03 to 0.05~(cm/MV)$^2$, at 1.5, 2 and 2.5~MV/cm. Copper drift, charge trapping and the number of sites are not sized here (each rate is that of one site, whereas real breakdown needs many defects to link up), so the lives in the table are properties of the model and not predictions for a product. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 400 K, kT = 0.03447 eV
attempt rate nu = 1.0e+13 1/s
A: H = 1.67 eV, p = 0.8 e nm, gamma = 2.321 cm/MV
B: H = 2.15 eV, p = 2.0 e nm, gamma = 5.802 cm/MV
crossing field = 4.00 MV/cm
gamma difference = 3.481 cm/MV
peak curvature size = 3.030 (cm/MV)^2
full width at half height = 1.013 MV/cm
E = 1 MV/cm: tau_A = 1.079e+07 s, tau_B = 3.706e+11 s
  parallel: life 1.079e+07 s, share B 2.912e-05
    slope -2.321 cm/MV, curvature -0.00035 (cm/MV)^2
  sequence: life 3.706e+11 s, share B 1.000e+00
    slope -5.802 cm/MV, curvature +0.00035 (cm/MV)^2
E = 3 MV/cm: tau_A = 1.040e+05 s, tau_B = 3.382e+06 s
  parallel: life 1.009e+05 s, share B 2.985e-02
    slope -2.425 cm/MV, curvature -0.35095 (cm/MV)^2
  sequence: life 3.486e+06 s, share B 9.702e-01
    slope -5.698 cm/MV, curvature +0.35095 (cm/MV)^2
E = 4 MV/cm: tau_A = 1.022e+04 s, tau_B = 1.022e+04 s
  parallel: life 5.108e+03 s, share B 5.000e-01
    slope -4.062 cm/MV, curvature -3.02995 (cm/MV)^2
  sequence: life 2.043e+04 s, share B 5.000e-01
    slope -4.062 cm/MV, curvature +3.02995 (cm/MV)^2
E = 5 MV/cm: tau_A = 1.003e+03 s, tau_B = 3.086e+01 s
  parallel: life 2.994e+01 s, share B 9.702e-01
    slope -5.698 cm/MV, curvature -0.35095 (cm/MV)^2
  sequence: life 1.034e+03 s, share B 2.985e-02
    slope -2.425 cm/MV, curvature +0.35095 (cm/MV)^2
parallel at 1 MV/cm: true 3.420e-01 yr, line 8.038e+02 yr
  line/true = 2.351e+03
sequence at 1 MV/cm: true 1.174e+04 yr, line 4.996e+00 yr
  line/true = 4.254e-04
median curvature at 4 MV/cm: parallel -3.030, sequence +1.695 (cm/MV)^2
NEGLECTED EFFECTS; curvatures in (cm/MV)^2 at 1 and 4 MV/cm
parallel, two-parabola barriers: +0.0553, -0.8023
  life factor at 5 MV/cm = 20.77
parallel, root-field laws: +1.9406, -0.5819
  optical permittivity 2.0, Schottky lowering at 4 MV/cm = 0.537 eV
parallel, mean over 5 % field spread: +0.0131, -2.0304
  mean-life factor at 5 MV/cm = 2.59
half A-only, half B-only devices, 4 MV/cm: +3.030
healing: H = 1.50 eV, p = -0.8 e nm
  sequence life factor at 1 MV/cm = 2.337
A-bonds against field, relative rate at 1 MV/cm = 0.0096
smallest barrier at 5 MV/cm = 1.15 eV = 33.4 kT
\end{verbatim}
